\section*{Closed electron shells on open chains and rings}

\section*{The model}

A row of $N\ge 3$ equal sites carries one orbital per site. The orbitals are orthonormal and have energy zero. The Hamiltonian couples nearest neighbours only, with matrix element $-t$, where $t>0$. Electrons do not interact, and each orbital state holds two of them, with opposite spins. All energies are to be given in units of $t$, the only energy scale.

The number of electrons is $N_e$. A filling is called a \emph{closed shell} if the many-electron state of lowest energy is unique. This requires every energy level to be either full or empty: a partly filled level leaves a choice of which states to occupy. An odd $N_e$ therefore never gives a closed shell, and only even $N_e$ need be examined.

\section*{Part (a): the open chain}

\textbf{Question.} Sites $1$ and $N$ are not joined. Find the energies and normalized waves, show that none is missing, and state which even fillings are closed shells.

\textbf{Answer.} Let $c_j$ be the amplitude on site $j$. At an interior site the eigenvalue equation reads
\begin{equation}
-t\,(c_{j-1}+c_{j+1})=E\,c_j .
\label{site}
\end{equation}
Inserting the running wave $c_j=e^{iqj}$ gives
\begin{equation}
-t\,(e^{-iq}+e^{iq})\,e^{iqj}=E\,e^{iqj}
\quad\Longrightarrow\quad E=-2t\cos q .
\label{band}
\end{equation}
The waves $q$ and $-q$ have the same energy, so they may be combined.

Site $1$ has one neighbour, and its equation is $-tc_2=Ec_1$. This is equation (\ref{site}) with a fictitious amplitude $c_0=0$. Likewise, site $N$ requires $c_{N+1}=0$. Write $c_j=Ae^{iqj}+Be^{-iqj}$. The condition $c_0=0$ gives $B=-A$, hence $c_j\propto\sin qj$. The condition $c_{N+1}=0$ then gives $\sin[q(N+1)]=0$, so
\begin{equation}
q_k=\frac{k\pi}{N+1},\qquad E_k=-2t\cos\frac{k\pi}{N+1},\qquad k=1,\dots,N .
\end{equation}
The values $k=0$ and $k=N+1$ are excluded because their waves vanish on every site. Since $\cos q$ falls strictly between $0$ and $\pi$, the $N$ energies are distinct. An $N\times N$ matrix has no more than $N$ distinct eigenvalues, so the set is complete.

For the norm, the term $j=0$ may be added because it is zero:
\begin{equation}
\sum_{j=0}^{N}\sin^2 q_kj=\frac{N+1}{2}-\frac12\,\mathrm{Re}\sum_{j=0}^{N}e^{2iq_kj}
=\frac{N+1}{2}.
\end{equation}
The last sum is $(e^{2iq_k(N+1)}-1)/(e^{2iq_k}-1)$. Its numerator vanishes because $2q_k(N+1)=2\pi k$, and its denominator does not because $0<q_k<\pi$. The normalized standing waves are
\begin{equation}
c_j^{(k)}=\sqrt{\frac{2}{N+1}}\,\sin\frac{jk\pi}{N+1}.
\end{equation}
Every level is a single orbital state, so every even $N_e$ gives a closed shell.

\section*{Part (b): the ring}

\textbf{Question.} Sites $N$ and $1$ are now joined by a bond $-t$. Find the waves and energies. For which $N_e$ with $0<N_e<2N$ are the shells closed? What happens at $N_e=2N$?

\textbf{Answer.} The equation at site $1$ is $-t(c_2+c_N)=Ec_1$, which is equation (\ref{site}) with $c_0=c_N$. Site $N$ similarly gives $c_{N+1}=c_1$. Both are met if $c_{j+N}=c_j$, so $e^{iqN}=1$ and
\begin{equation}
q=\frac{2\pi m}{N},\qquad c_j=\frac{e^{iqj}}{\sqrt N},\qquad m=0,\dots,N-1 .
\end{equation}
For two different values $q$ and $q'$, put $r=e^{i(q'-q)}$. Then $r\neq1$ but $r^N=1$, and the overlap is
\begin{equation}
\frac1N\sum_{j=1}^{N}r^j=\frac{r}{N}\,\frac{r^N-1}{r-1}=0 .
\end{equation}
These are $N$ orthonormal vectors in an $N$-dimensional space, hence a complete set.

Wave numbers differing by $2\pi$ describe the same wave, so $q$ may be taken in $-\pi<q\le\pi$. Two waves then have equal energy only if $q'=\pm q$. For $0<q<\pi$ this is a pair of running waves in opposite directions. Their sum and difference give the real standing waves $\sqrt{2/N}\cos qj$ and $\sqrt{2/N}\sin qj$.

The energy rises with $|q|$. The lowest level, $q=0$, is its own partner and holds two electrons. Each following pair holds four. After $n$ pairs the number of electrons is
\begin{equation}
N_e=4n+2 .
\end{equation}
For $0<N_e<2N$ these are the closed shells, and there are no others. If $N$ is even, $q=\pi$ is also single and lies at the top. The pairs are then exhausted at $2N-2$ electrons, and the last two fill the band. The full band, $N_e=2N$, is closed for every $N$, even when $2N$ is a multiple of four.

\section*{Part (c): one reversed bond}

\textbf{Question.} The bond between $N$ and $1$ is changed from $-t$ to $+t$. Repeat part (b). Does it matter which bond is reversed, or how many?

\textbf{Answer.} The two altered equations are
\begin{align}
-tc_2+tc_N&=Ec_1, & -tc_{N-1}+tc_1&=Ec_N .
\end{align}
They take the form (\ref{site}) if $c_0=-c_N$ and $c_{N+1}=-c_1$. The wave must therefore change sign after one circuit, $c_{j+N}=-c_j$, so $e^{iqN}=-1$ and
\begin{equation}
q=\frac{(2m+1)\pi}{N},\qquad E=-2t\cos\frac{(2m+1)\pi}{N},\qquad m=0,\dots,N-1 .
\end{equation}
The waves are again $e^{iqj}/\sqrt N$. Differences of $q$ are still multiples of $2\pi/N$, so the orthogonality proof is unchanged.

The value $q=0$ is no longer allowed. The lowest level is the pair $q=\pm\pi/N$, and $n$ full pairs hold
\begin{equation}
N_e=4n .
\end{equation}
For $0<N_e<2N$ these are all the closed shells. For odd $N$ a single level $q=\pi$ remains at the top, and the full band is again closed whatever $2N$ is. With $N=7$, for example, the ordinary ring closes at $2,6,10,14$ and the altered ring at $4,8,12,14$.

The position of the reversed bond is immaterial. Replacing one basis orbital by its negative reverses both bonds at that site and leaves the energies unchanged. If one of the two was reversed before, the reversal moves to the neighbouring bond. If both were, they cancel. An even number of reversals can thus be removed, and an odd number can be reduced to one. In particular, reversing every bond of an odd ring is equivalent to reversing one, which is why the rule in (b) needs $t>0$ when $N$ is odd.

The rules count electrons. They become rules for the size of the ring at one electron per site, $N_e=N$.

\section*{Part (d): gaps and energies of the rings}

\textbf{Question.} For even $N_e=2s$ with $0<s<N$, find the gap between the $s$-th and $(s+1)$-th orbital energies and the total energy of both rings. Which ring is lower?

\textbf{Answer.} Let $x=\pi/N$. In a closed shell of either ring, the $s$ occupied values of $q$ run from $-(s-1)x$ to $(s-1)x$ in steps of $2x$. The next level is at $|q|=(s+1)x$. The gap is
\begin{equation}
\Delta=-2t\cos[(s+1)x]+2t\cos[(s-1)x]=4t\sin(sx)\sin x .
\label{gap}
\end{equation}
For the energy we need $C_s=\sum_{r=0}^{s-1}\cos[(2r-s+1)x]$. Multiply by $2\sin x$ and use $2\sin x\cos a=\sin(a+x)-\sin(a-x)$:
\begin{equation}
2\sin x\,C_s=\sum_{r=0}^{s-1}\bigl\{\sin[(2r+2-s)x]-\sin[(2r-s)x]\bigr\}=2\sin(sx),
\end{equation}
because neighbouring terms cancel and only the two ends survive. With two electrons per orbital,
\begin{equation}
E_{\rm closed}=-4t\,C_s=-4t\,\frac{\sin(sx)}{\sin x}.
\label{closed}
\end{equation}

In the ring whose shell is not closed, $s-1$ orbitals are full and two electrons occupy the pair $q=\pm sx$. The gap is zero. The pair offers four spin orbitals, so there are $\binom42=6$ determinants of equal energy,
\begin{align}
E_{\rm open\ shell}&=-4t\,\frac{\sin[(s-1)x]}{\sin x}-4t\cos(sx)\notag\\
&=-4t\,\frac{\sin(sx)\cos x-\cos(sx)\sin x}{\sin x}-4t\cos(sx)\notag\\
&=-4t\,\frac{\sin(sx)}{\sin x}\cos x .
\end{align}
At the same $N$ and $N_e$, the closed-shell ring is lower by
\begin{equation}
4t\sin(sx)\,\frac{1-\cos x}{\sin x}=4t\sin(sx)\tan\frac{x}{2}.
\end{equation}
Reversing a bond of the ordinary ring thus lowers the energy for $N_e=4n$ and raises it for $N_e=4n+2$. At $N_e=N$ we have $sx=\pi/2$, and for large $N$ the difference tends to zero as $2\pi t/N$: the sign of one bond matters less and less in a long ring.

\section*{Part (e): comparison with the open chain}

\textbf{Question.} Find the gap and total energy of the open chain for $N_e=2s$. Compare the three systems for $N=N_e=8$, then for $4$ and $6$. Does an open shell place a ring above the open chain? Name a change in the model that removes the degeneracy.

\textbf{Answer.} Let $\theta=\pi/(N+1)$. The gap is
\begin{equation}
-2t\cos[(s+1)\theta]+2t\cos(s\theta)=4t\sin[(s+\tfrac12)\theta]\sin\tfrac{\theta}{2}.
\end{equation}
From $2\sin\frac\theta2\cos k\theta=\sin[(k+\frac12)\theta]-\sin[(k-\frac12)\theta]$, summed over $k=1,\dots,s$, the energy is
\begin{equation}
E=-4t\sum_{k=1}^{s}\cos k\theta=-2t\left\{\frac{\sin[(s+\frac12)\theta]}{\sin(\theta/2)}-1\right\}.
\end{equation}

For eight sites the occupied levels give, in units of $t$,
\begin{align}
\text{open chain:}\quad &2(-1.8794-1.5321-1.0000-0.3473)=-9.52,\notag\\
\text{ordinary ring:}\quad &2(-2.0000)+4(-1.4142)+2(0)=-9.66,\notag\\
\text{reversed bond:}\quad &4(-1.8478)+4(-0.7654)=-10.45 .\notag
\end{align}
The gaps are $0.69$, $0$ and $1.53$. The reversed bond closes the shell and lowers the ring energy by $0.80$.

For six sites the energies in the same order are $-6.99$, $-8.00$ and $-6.93$. The ordinary ring now has the closed shell, and reversing a bond costs $1.07$. For four sites they are $-4.47$, $-4.00$ and $-5.66$. The full set of values is in the numerical output.

An open shell does not settle the comparison with the chain. The ordinary ring lies above the chain for four sites but below it for eight. For large even $N$ at $N_e=N$, both ring energies approach $-4Nt/\pi$, while the chain energy approaches $-4(N+1)t/\pi+2t$. Either ring is then lower by $(2-4/\pi)t>0$, whatever its shell.

Unequal bonds can remove the degeneracy. Let the bonds of a four-site ring alternate as $-t_1,-t_2,-t_1,-t_2$, beginning between sites $1$ and $2$, with $t_1$ and $t_2$ both positive. For the amplitudes $(1,1,-1,-1)$, site $1$ gives $E=-t_1+t_2$, and the other three sites agree. For $(1,-1,-1,1)$ the energy is $t_1-t_2$. The two levels coincide at zero for equal bonds and separate by $2|t_1-t_2|$ otherwise, so four electrons then form a closed shell. The $4n+2$ rule was derived for equal bonds, and this example shows that it can fail when they differ. The derivation also assumes independent electrons: repulsion may give the six determinants different energies or mix them, and this model cannot decide which state would be lowest.

\section*{Calculated quantities}
\begin{verbatim}
All energies in units of t; site energy = 0
reversed = ring with one bond element +t
Levels for N = 8 sites (t):
 open: -1.8794 -1.5321 -1.0000 -0.3473 0.3473 1.0000 1.5321 1.8794
 ring: -2.0000 -1.4142 -1.4142 0.0000 0.0000 1.4142 1.4142 2.0000
 reversed: -1.8478 -1.8478 -0.7654 -0.7654 0.7654 0.7654 1.8478 1.8478
Lowest open-chain wave, N = 8, amplitudes (no unit):
 0.1612 0.3030 0.4082 0.4642 0.4642 0.4082 0.3030 0.1612
One electron per site: total energy (t), gap (t),
number of lowest determinants:
 N=4 open: E=-4.4721 gap=1.2361 count=1
 N=4 ring: E=-4.0000 gap=0.0000 count=6
 N=4 reversed: E=-5.6569 gap=2.8284 count=1
 N=6 open: E=-6.9879 gap=0.8901 count=1
 N=6 ring: E=-8.0000 gap=2.0000 count=1
 N=6 reversed: E=-6.9282 gap=0.0000 count=6
 N=8 open: E=-9.5175 gap=0.6946 count=1
 N=8 ring: E=-9.6569 gap=0.0000 count=6
 N=8 reversed: E=-10.4525 gap=1.5307 count=1
Energy change on reversing one ring bond (t):
 N=4: -1.6569  cos(pi/N)=0.7071
 N=6: +1.0718  cos(pi/N)=0.8660
 N=8: -0.7956  cos(pi/N)=0.9239
Closed-shell electron numbers (last = full band):
 N=7 ring: [2, 6, 10, 14]
 N=7 reversed: [4, 8, 12, 14]
 N=8 ring: [2, 6, 10, 14, 16]
 N=8 reversed: [4, 8, 12, 16]
\end{verbatim}
